# Critical Electron Density for Laser Light in a Plasma

## From electron motion to the critical density

An infrared laser pulse with a wavelength of 10.6 micrometres strikes a small solid target. The surface evaporates and ionizes, and the plasma expands into the vacuum. Its electron density is high near the target and falls towards zero outside. The laser light comes from the outside and meets more and more free electrons on its way in. How dense may the plasma be before the light can no longer travel through it? The same question arises for the extreme ultraviolet (EUV) light that the hot plasma emits, which has to travel outwards through the same electrons.

The answer compares two frequencies. One is the angular frequency $\omega$ of the light. The other is the frequency at which the electrons swing by themselves when they are displaced from the ions. The second grows with density, so there is a density at which the two are equal. It remains to be shown that this equality marks the end of propagation.

### Conventions and assumptions

Hartree atomic units are used: the electron mass, the elementary charge, the reduced Planck constant and $4\pi\varepsilon_0$ are all 1. The electron has charge $-1$, and the speed of light is $c=137.036$. The magnetic field is scaled as in Gaussian units, so that electric and magnetic amplitudes are equal for a wave in vacuum. Maxwell's equations that contain sources or time derivatives then read

$$
\nabla\cdot\mathbf E=4\pi\rho,\qquad
\nabla\times\mathbf E=-\frac1c\frac{\partial\mathbf B}{\partial t},
$$

$$
\nabla\times\mathbf B=\frac1c\frac{\partial\mathbf E}{\partial t}+\frac{4\pi}{c}\mathbf J .
$$

The symbol $n$ means the number of free electrons per volume. It is neither the density of ions nor that of all electrons, since electrons that stay bound are not counted.

The model is a cold plasma without collisions: thermal motion is neglected, and no friction acts on the electrons. The ions are at first held fixed and neutralize the electrons on average. There is no static magnetic field. The light is weak enough for the electrons to move much more slowly than light.

### The frequency of the electrons

Take a slab of plasma, wide in $y$ and $z$, with its left edge at $x=0$. Let the electrons that rest at $x_0$ move to $x_0+\xi$. They stay inside the slab and do not overtake one another. The whole slab is neutral, so the field outside it is zero.

Gauss's law gives the field at the displaced electrons as $4\pi$ times the net charge per area to their left. The electrons to their left are the same ones as before, with charge $-nx_0$ per area. The ions to their left now fill the length $x_0+\xi$, with charge $+n(x_0+\xi)$ per area. Therefore

$$
E=4\pi\left[n(x_0+\xi)-nx_0\right]=4\pi n\xi .
$$

For positive $\xi$ the field points to the right. The force on a charge $-1$ is $-E$ and points to the left, back towards the rest position. With unit mass, Newton's law is

$$
\frac{d^2\xi}{dt^2}=-E=-4\pi n\xi .
$$

This is a harmonic oscillator with the plasma frequency $\omega_p$, where

$$
\omega_p^2=4\pi n .
$$

The displacement of other electrons has dropped out. Within this one-dimensional model the frequency therefore does not depend on the shape or size of the displacement, as long as no electrons cross.

The result can be seen at work in a calculation that uses only forces between charged sheets. Forty electron sheets, 1000 bohr apart, represent a density of $10^{19}\ \mathrm{cm^{-3}}$ in a uniform ion slab. They start from rest with a displacement in the form of half a sine wave over the slab. The force on each sheet is the sum of the forces from all other sheets and from the ions. The motion is advanced by the velocity Verlet method with 400 steps per period of the 10.6 micrometre laser. The times at which a central sheet passes its rest position give a frequency of $4.3153\times10^{-3}$ atomic units. The formula $\sqrt{4\pi n}$ gives the same value to this number of digits.

### A light wave among the electrons

Now let light travel along $x$, with its electric field $E(x,t)$ along $y$ and its magnetic field $B(x,t)$ along $z$. The component of $\nabla\times\mathbf E$ along $z$ is $\partial E/\partial x$. The component of $\nabla\times\mathbf B$ along $y$ is $-\partial B/\partial x$. The two curl equations, multiplied by $c$, become

$$
\frac{\partial B}{\partial t}=-c\frac{\partial E}{\partial x},
\qquad
\frac{\partial E}{\partial t}=-c\frac{\partial B}{\partial x}-4\pi J .
$$

The electrons move along $y$ with velocity $v$. The ratio of the magnetic to the electric force is of order $vB/(cE)$. It is small when the electrons are slow and $B$ is not much larger than $E$, and the magnetic force is left out. Then

$$
\frac{\partial v}{\partial t}=-E,\qquad J=-nv .
$$

The minus sign in $J$ is the charge of the electron. The motion along $y$ does not vary with $y$, so the electrons do not pile up anywhere. The density $n$ stays constant in time, even if it varies along $x$. Hence

$$
\frac{\partial J}{\partial t}=-n\frac{\partial v}{\partial t}=nE .
$$

The two minus signs have cancelled. Differentiate the equation for $\partial E/\partial t$ once more in time, and use the other two equations:

$$
\frac{\partial^2E}{\partial t^2}
=-c\frac{\partial}{\partial x}\frac{\partial B}{\partial t}-4\pi\frac{\partial J}{\partial t}
=c^2\frac{\partial^2E}{\partial x^2}-4\pi nE .
$$

Without electrons this is the wave equation in vacuum. The electrons add a restoring term, the same one that acted on the displaced electrons above.

For uniform density, try $E=E_0e^{i(kx-\omega t)}$, of which the real part is the physical field. Two time derivatives give $-\omega^2$ and two space derivatives give $-k^2$. Thus $-\omega^2=-c^2k^2-4\pi n$, or

$$
c^2k^2=\omega^2-4\pi n=\omega^2-\omega_p^2 .
$$

If $\omega>\omega_p$, then $k$ is real and the wave travels. If $\omega<\omega_p$, then $k^2$ is negative, $k$ is imaginary, and the field falls off exponentially with depth. Equality of the two frequencies is the border between these cases.

### Why the border lies there

The magnetic field of a wave is sustained by two currents: the displacement current, which comes from the changing electric field, and the current of the electrons. For a field varying as $e^{-i\omega t}$, the first is

$$
J_D=\frac{1}{4\pi}\frac{\partial E}{\partial t}=-\frac{i\omega}{4\pi}E .
$$

The second follows from $-i\omega J=nE$, which gives $J=inE/\omega$. Their sum is

$$
J_D+J=-\frac{i\omega}{4\pi}\left(1-\frac{4\pi n}{\omega^2}\right)E .
$$

The electron current opposes the displacement current. At low density it weakens the total. At $4\pi n=\omega^2$ it cancels it, so that $\partial B/\partial x=0$. Above this density the total current has the opposite sign, and a travelling wave is no longer a solution.

This also explains why a frequency found for motion along $x$ decides the fate of a wave whose electrons move along $y$. At $k=0$ the field is uniform in space. The electrons then all move together, and the restoring field comes from the same balance between $\partial E/\partial t$ and $4\pi J$ in both cases.

### The critical density

Set $\omega_p=\omega$. The density at which this holds is the critical density $n_c$:

$$
4\pi n_c=\omega^2
\quad\Longrightarrow\quad
n_c=\frac{\omega^2}{4\pi}.
$$

Let $\lambda$ be the wavelength in vacuum. There $\omega=2\pi c/\lambda$, and so

$$
n_c=\frac{1}{4\pi}\frac{4\pi^2c^2}{\lambda^2}=\frac{\pi c^2}{\lambda^2}.
$$

It is important that $\lambda$ is the vacuum wavelength. The wavelength inside the plasma depends on density and grows without bound as the border is approached.

The right-hand side looks like a velocity squared over an area, while the left-hand side is an inverse volume. The missing factors are the charge and mass of the electron and $4\pi\varepsilon_0$, which are all 1 in these units. In SI units the field of the displaced electrons is $en\xi/\varepsilon_0$ and Newton's law is $m_e\,d^2\xi/dt^2=-eE$. These give $\omega_p^2=ne^2/(\varepsilon_0m_e)$ and

$$
n_c=\frac{\varepsilon_0m_e\omega^2}{e^2}
=\frac{4\pi^2\varepsilon_0m_ec^2}{e^2\lambda^2}.
$$

A computer program should use one of the two forms throughout. The factor $4\pi$ of the atomic-unit form must not be carried into the SI form, where $\varepsilon_0$ takes its place.

### Numbers for the laser

The wavelength of 10.6 micrometres is 200311 bohr. The angular frequency is

$$
\omega=\frac{2\pi\times137.036}{200311}=4.2984\times10^{-3},
$$

and the critical density is

$$
n_c=\frac{(4.2984\times10^{-3})^2}{4\pi}=1.4703\times10^{-6}\ \mathrm{bohr^{-3}} .
$$

One electron per cubic bohr is $6.7483\times10^{24}\ \mathrm{cm^{-3}}$. Multiplication gives

$$
n_c=9.92\times10^{18}\ \mathrm{cm^{-3}},
$$

which is close to $10^{19}\ \mathrm{cm^{-3}}$.

For another wavelength only the ratio is needed. At 1.064 micrometres the critical density is larger by $(10.6/1.064)^2=99.25$, which gives $9.85\times10^{20}\ \mathrm{cm^{-3}}$. Light of shorter wavelength reaches denser plasma, because for a given field the electron current falls as $1/\omega$ while the displacement current grows as $\omega$, so more electrons are needed to cancel it.

A plasma code may store the ion density instead. If each ion has lost $Z$ electrons on average, neutrality requires an ion density of $n/Z$. For a chosen value $Z=10$, the critical layer of the 10.6 micrometre laser has $9.9\times10^{17}$ ions per cubic centimetre. The critical electron density does not depend on $Z$, but the place in the plume where it is reached does.

### Ions that can move

The ions were held fixed. Let them now have charge $Z$, mass $M$ in electron masses, density $n/Z$ and velocity $v_i$. Their equation of motion is $M\,\partial v_i/\partial t=ZE$. Their current is $Z(n/Z)v_i=nv_i$, and it has to be added to that of the electrons:

$$
\frac{\partial J}{\partial t}=nE+n\frac{Z}{M}E=n\left(1+\frac ZM\right)E .
$$

Everything else in the derivation stays the same. The term $4\pi n$ is multiplied by $1+Z/M$, and the critical density is divided by it. An ion of charge $Z$ contains at least $Z$ protons, so $Z/M$ is at most about the ratio of electron to proton mass, $5.4\times10^{-4}$. Moving ions therefore lower the critical density by no more than about 0.05 percent of its value. For heavy ions that keep most of their electrons, the change is smaller still.

## Fields at the critical density and limits of the result

The first half considered free electrons of density $n$ in light of angular frequency $\omega$ and vacuum wavelength $\lambda$. In Hartree atomic units, with $c$ the speed of light, it found

$$
c^2k^2=\omega^2-4\pi n,\qquad
n_c=\frac{\omega^2}{4\pi}=\frac{\pi c^2}{\lambda^2}.
$$

Here $k$ is the wave number in the plasma and $n_c$ the critical density, which is $9.92\times10^{18}\ \mathrm{cm^{-3}}$ at 10.6 micrometres. The fields $E$ along $y$ and $B$ along $z$ and the electron velocity $v$ along $y$ obey

$$
\frac{\partial B}{\partial t}=-c\frac{\partial E}{\partial x},\quad
\frac{\partial E}{\partial t}=-c\frac{\partial B}{\partial x}+4\pi nv,\quad
\frac{\partial v}{\partial t}=-E .
$$

### Below and above the critical density

Divide the relation for $k$ by $\omega^2$ and use $4\pi=\omega^2/n_c$. The refractive index $N=ck/\omega$ is then

$$
N=\sqrt{1-\frac{n}{n_c}} .
$$

Below the critical density $N$ lies between 0 and 1. The wavelength inside the plasma is $2\pi/k=\lambda/N$, longer than in vacuum. Crests move at $\omega/k=c/N$, faster than $c$, but a pulse does not. Differentiating $c^2k^2=\omega^2-4\pi n$ gives $2c^2k\,dk=2\omega\,d\omega$, so the group velocity is

$$
\frac{d\omega}{dk}=\frac{c^2k}{\omega}=cN .
$$

It falls to zero as the density approaches $n_c$.

Above the critical density write $k=i\kappa$. The factor $e^{ikx}$ becomes $e^{-\kappa x}$, with

$$
\kappa=\frac{\sqrt{4\pi n-\omega^2}}{c}
=\frac{2\pi}{\lambda}\sqrt{\frac n{n_c}-1} .
$$

The other sign of $k$ would give a field that grows with depth, which is excluded in a plasma that extends far to the right. The field falls by a factor $e$ over the length $1/\kappa$. Just above $n_c$ this length is large, so the critical density is, in this model without friction, a sharp border for propagation but not a wall at which the field vanishes.

### Reflection at a sharp surface

Let vacuum fill $x<0$ and uniform plasma fill $x>0$. An incident wave of amplitude 1 produces a reflected wave of amplitude $r$ and a wave of amplitude $t$ in the plasma. For a wave $e^{i(kx-\omega t)}$ the first field equation gives $-i\omega B=-ickE$, or $B=(ck/\omega)E$. The magnetic amplitudes are therefore 1 for the incident wave, $-r$ for the reflected wave, whose $k$ is negative, and $Nt$ in the plasma.

Both fields are continuous at the surface. A jump in $E$ would require an infinite $\partial B/\partial t$. A jump in $B$ would require an infinite $\partial E/\partial t$ or an infinite current density. Neither occurs here. Hence

$$
1+r=t,\qquad 1-r=Nt .
$$

Insert the first equation into the second: $1-r=N+Nr$. Collecting the terms in $r$ gives

$$
r=\frac{1-N}{1+N},\qquad t=1+r=\frac{2}{1+N}.
$$

The reflected fraction of the power is $R=|r|^2$. Above the critical density $N=i\eta$ with $\eta=\sqrt{n/n_c-1}$. The numbers $1-i\eta$ and $1+i\eta$ have the same magnitude, so $R=1$. No power is lost, because this model contains no friction. The field still enters the plasma. At the surface its squared magnitude is

$$
|t|^2=\frac{4}{1+\eta^2}=\frac{4n_c}{n}
$$

times that of the incident wave. The electrons take up energy during one part of the cycle and return it during another.

A plasma layer only a few decay lengths thick behaves differently. The field is not yet negligible at its rear surface, and part of the light leaves on the other side.

### Two densities at 10.6 micrometres

Choose first $n=5\times10^{18}\ \mathrm{cm^{-3}}$. Then $n/n_c=0.504$ and

$$
N=\sqrt{1-0.5039}=0.704,\qquad
\frac{\lambda}{N}=\frac{10.6}{0.7043}=15.05\ \text{micrometres}.
$$

The reflected fraction at a sharp surface is

$$
R=\left(\frac{1-0.7043}{1+0.7043}\right)^2=0.030 .
$$

At half the critical density, 97 percent of the power enters the plasma.

Now choose $n=2\times10^{19}\ \mathrm{cm^{-3}}$, for which $n/n_c=2.016$. The decay length is

$$
\frac1\kappa=\frac{10.6}{2\pi\sqrt{2.0157-1}}=1.67\ \text{micrometres},
$$

and all of the power is reflected. In this model without friction, a fourfold change in density turns an almost transparent plasma into a perfect mirror. In a real plasma, collisions absorb part of the power in the surface layer, and the reflected fraction is below 1.

### Solving the equations in time

A numerical solution of the three equations in time needs neither $k$ nor $n_c$ as input. It also serves for density profiles without a simple formula. Put $E$ and $v$ on grid points $j$ with spacing $\Delta x$, and $B$ halfway between them. In each time step $\Delta t$, carry out in this order

$$
B_{j+1/2}\leftarrow B_{j+1/2}-\frac{c\Delta t}{\Delta x}(E_{j+1}-E_j),
$$

$$
v_j\leftarrow v_j-\Delta t\,E_j,
$$

$$
E_j\leftarrow E_j-\frac{c\Delta t}{\Delta x}(B_{j+1/2}-B_{j-1/2})+4\pi n_j\Delta t\,v_j .
$$

Thus $B$ and $v$ are known half a step away from $E$, and every difference is centred.

The step must not be too long. Subtract two successive updates of $E$, and use the first two lines to remove $B$ and $v$. For a wave $e^{i(kj\Delta x-\omega m\Delta t)}$ at step $m$ this gives

$$
\sin^2\frac{\omega\Delta t}{2}
=\left(\frac{c\Delta t}{\Delta x}\right)^2\sin^2\frac{k\Delta x}{2}+\pi n\Delta t^2 .
$$

If the right-hand side exceeds 1 for some real $k$, then $\omega$ is complex and a growing solution exists. A safe choice therefore satisfies $(c\Delta t/\Delta x)^2+\pi n\Delta t^2<1$. For small steps the relation returns to $\omega^2=c^2k^2+4\pi n$.

The results below were obtained with 100 cells per vacuum wavelength and $c\Delta t=\Delta x/2$. The grid is 30 wavelengths long, and the plasma begins at its middle, with half the density at the surface point. The field at the left end is a sine wave, switched on smoothly over ten periods. The fields are recorded from period 34 to period 42, before reflections from the ends of the grid reach the recording points. A smooth window and a Fourier sum at the laser frequency yield complex amplitudes.

Three points inside the plasma, a distance $h$ apart, give the wave number. For any mixture of $e^{ikx}$ and $e^{-ikx}$,

$$
\frac{E(x+h)+E(x-h)}{2E(x)}=\cos kh .
$$

This follows because $e^{\pm ikh}$ adds to $2\cos kh$ for each part. With $h=0.15\lambda$ the inverse cosine is unambiguous for travelling waves. When the ratio exceeds 1, $k$ is imaginary. Two points in the vacuum separate the incident from the reflected wave.

At $5\times10^{18}\ \mathrm{cm^{-3}}$ this solution has a wavelength of 15.05 micrometres in the plasma and a reflected fraction of 0.030. At $2\times10^{19}\ \mathrm{cm^{-3}}$ it has a decay length of 1.67 micrometres and a reflected fraction of 1.000. These agree with the formulas to the digits given.

Runs at 2, 5, 15 and 20 times $10^{18}\ \mathrm{cm^{-3}}$ provide $k^2$ on both sides of the border. A straight line fitted through $k^2$ against density crosses zero at $9.92\times10^{18}\ \mathrm{cm^{-3}}$. With a wavelength of 1.064 micrometres and densities a hundred times higher, the crossing lies at $9.85\times10^{20}\ \mathrm{cm^{-3}}$. The two crossings correspond to a power of the wavelength of $-2.000$.

The power can also be read from the wave equation. Measure length in units of $\lambda$ and time in units of $\lambda/c$. After division by $c^2/\lambda^2$, the electron term is $4\pi n\lambda^2/c^2$ times $E$. Density and wavelength enter only through $n\lambda^2$, so a border at a fixed value of this product must move as $\lambda^{-2}$.

### Friction and the heating of the plasma

Collisions with ions take momentum from the electrons. In the simplest description they add a friction rate $\nu$:

$$
\frac{\partial v}{\partial t}=-E-\nu v .
$$

For a field varying as $e^{-i\omega t}$ this gives $(\nu-i\omega)v=-E$, hence $J=-nv=nE/(\nu-i\omega)$. The wave equation contains $-4\pi\,\partial J/\partial t=4\pi i\omega J$, and therefore

$$
c^2k^2=\omega^2-\frac{4\pi n}{1+i\nu/\omega} .
$$

Now $k^2$ is complex, and a travelling wave loses power as it goes. The border is also no longer sharp, because $k$ keeps a real part at every density. For $\nu/\omega=0.05$ the real part of $N$ is 0.16 at $n_c$ instead of zero, and a sharp surface at $n/n_c=2.016$ reflects 0.91 of the power instead of all of it. For $\nu\ll\omega$, expand the fraction to first order. The imaginary part of $c^2k^2$ is $4\pi n\nu/\omega$. If the damping is weak, the imaginary part of $k$ is that of $k^2$ divided by twice the real part, $\omega N/c$. The power falls twice as fast as the amplitude, at a rate per length of

$$
2\,\mathrm{Im}\,k=\frac{4\pi n\nu}{\omega^2}\frac{1}{cN}
=\frac{n}{n_c}\frac{\nu}{cN} .
$$

For a given $\nu$, this rate rises as the density approaches $n_c$: there are more electrons to be slowed, and the pulse travels more slowly past them. Light that comes close to the critical density therefore loses a larger fraction of its power per length there than farther out. The formula fails very close to it, where $N$ is small and the damping is no longer weak. The critical density alone does not say what fraction of the light is absorbed. That depends on $\nu$, on the length and shape of the density slope, and on the angle of incidence. The loss can be large. For $Z=10$ and an electron temperature of 30 eV, the usual estimate of electron-ion collisions gives $\nu/\omega$ of about 0.03 at $n_c$. If $\nu$ is proportional to $n$ and the density rises linearly to $n_c$ over 10, 30 or 100 micrometres, the light that returns at normal incidence carries roughly two thirds, three tenths or a few percent of the power.

### Density slopes and oblique light

The wave equation remains valid for a density $n(x)$ at normal incidence, because the electrons move along $y$, where the density does not change. If the density varies little over a wavelength, the local value of $k$ describes the wave until it comes close to the layer $n=n_c$. There it turns back. In this region $k$ is small, and a description by local waves breaks down, but the equations in time can still be used.

For light arriving at an angle $\theta$ to the density slope, let the electric field be perpendicular to the plane of incidence. The wave number along the layers keeps its vacuum value $(\omega/c)\sin\theta$. Subtracting its square from $k^2$ leaves, for the direction into the plasma,

$$
c^2k_x^2=\omega^2\cos^2\theta-4\pi n .
$$

The light turns at $n_c\cos^2\theta$, before it reaches the critical density. If the electric field has a component along the slope, it moves electrons between regions of different density, and the equations used here are incomplete.

### The strength of the laser

The electrons must remain slow compared with light. In a field $E_0\cos\omega t$, integration of $\partial v/\partial t=-E$ gives a peak velocity of $E_0/\omega$. The amplitude follows from the intensity $I$. The energy flux is $cEB/4\pi$, in vacuum $B=E$, and the mean of $\cos^2\omega t$ is one half. Thus

$$
I=\frac{cE_0^2}{8\pi},\qquad E_0=\sqrt{\frac{8\pi I}{c}} .
$$

For a chosen intensity of $10^{10}\ \mathrm{W/cm^2}$, converted to atomic units, $E_0=5.34\times10^{-4}$. At 10.6 micrometres,

$$
\frac{E_0}{\omega c}=\frac{5.338\times10^{-4}}{4.2984\times10^{-3}\times137.036}=9.1\times10^{-4} .
$$

For electrons driven by the incident wave, the neglected magnetic force is thus about a thousandth of the electric force. Near the turning point on a density slope the electric field is a few times larger than in vacuum, but the driven velocity stays below one percent of $c$ for slopes up to some hundred micrometres long, so the linear treatment of this motion is justified. In a hot plasma the thermal speed is larger than the driven one, about $0.013c$ at 30 eV. It shifts the critical density by only about $1.5\times10^{-4}$ of its value. The ratio grows as $\lambda\sqrt I$. When it approaches 1, the electrons respond less readily to the field, and the critical density found here no longer marks the border.

### The emitted EUV light

For EUV light of 13.5 nanometres, the critical density is larger than that of the laser by $(10600/13.5)^2$. It is $6.12\times10^{24}\ \mathrm{cm^{-3}}$. At the critical layer of the laser, the ratio of the density to this value is $1.62\times10^{-6}$. For so small a ratio, $\sqrt{1-n/n_c}$ is close to $1-n/(2n_c)$, so the free electrons alone lower the refractive index for the EUV light by $8.1\times10^{-7}$.

The free electrons that turn the laser light back thus present no cutoff to the EUV light. This does not make the plasma transparent to it. Electrons still bound in the ions can absorb EUV light and also change its refractive index, and they are not part of this model.
